# Equivalent annealing and ageing times for a drifting phase-change glass

## Problem

The resistance of an amorphous phase-change memory cell rises slowly after the cell has been written. In one description of this drift, the glass contains many local configurations that can relax, each by crossing its own energy barrier. Heating speeds up the crossings, so a short anneal should replace a long wait.

Take the following model.

- Each site has a barrier $E$ and starts unrelaxed. The barriers cover a broad range and are independent: the relaxation of one site does not change the barrier of another.
- Every site attempts to cross its barrier $\nu=10^{13}$ times per second, and an attempt succeeds with probability $p=e^{-E/kT}$.
- A relaxed site does not return.

A cell is annealed at $T_1=400$ K for $t_1=100$ s. For what time $t_2$ must an identical, unannealed cell be kept at $T_2=300$ K to relax as far? In what sense are the two glasses then alike, and how does the annealed cell drift afterwards at 300 K?

The algebra is in atomic units, with $k$ in hartree per kelvin; numerical energies are in eV. The thermal energies are $kT_1=0.03447$ eV and $kT_2=0.02585$ eV.

## First estimate by scaling

In a time $t$ a site makes $\nu t$ attempts, so it has probably relaxed once $\nu t\,e^{-E/kT}$ reaches about one. Low barriers meet this condition early and high barriers late. The boundary between relaxed and unrelaxed sites, the relaxation front, lies where

$$\nu t\,e^{-E_d/kT}=1,\qquad\text{so}\qquad E_d=kT\ln(\nu t).$$

For the anneal, $\nu t_1=10^{15}$ and $\ln(\nu t_1)=34.54$. The front is therefore at

$$E_d=0.03447\times34.54\ \text{eV}=1.19\ \text{eV},$$

or 0.0438 hartree. Ageing at 300 K has gone as far when its front reaches the same barrier:

$$kT_2\ln(\nu t_2)=kT_1\ln(\nu t_1).$$

Division by $kT_2$ and exponentiation give

$$\nu t_2=(\nu t_1)^{r},\qquad r=\frac{T_1}{T_2}=\frac43. \tag{1}$$

Hence $\nu t_2=(10^{15})^{4/3}=10^{20}$, and

$$t_2=\frac{10^{20}}{10^{13}\ \text{s}^{-1}}=10^{7}\ \text{s},$$

which is about 116 days. As $T_1\to T_2$, equation (1) gives $t_2\to t_1$, as it must.

This estimate treats the front as a sharp edge. The exact solution of the model shows what the edge looks like and whether its shape matters.

## Exact solution

### Survival of one site

The probability that a site is still unrelaxed after $\nu t$ independent attempts is

$$S=(1-p)^{\nu t}=\exp[\nu t\ln(1-p)].$$

For small $p$, $\ln(1-p)=-p-p^2/2-\dots$. Near the front $p$ is about $10^{-15}$ for the anneal, so the second term is negligible beside the first. For barriers so low that $p$ is not small, $S$ is zero for all practical purposes with or without that term. Thus

$$S(E)=e^{-y},\qquad y=\nu t\,e^{-E/kT}. \tag{2}$$

Since $\nu t=e^{E_d/kT}$, the exponent can be written as

$$y=e^{-(E-E_d)/kT}.$$

At $E=E_d$ this is one, so a fraction $1/e=0.368$ of the sites with that barrier is unrelaxed. The scaling condition thus has a precise meaning: equation (1) equates the barriers at which the survival is $1/e$. This result does not depend on how many sites have each barrier.

The front is a smooth step whose width is proportional to $kT$. It is wider after the anneal than after ageing, so the two glasses are not identical site by site. At 0.05 eV above the front,

$$y_1=e^{-0.05/0.03447}=0.234,\qquad S_1=e^{-0.234}=0.791,$$

while the same calculation with $kT_2$ gives $S_2=0.865$. The anneal has relaxed 21% of these sites and ageing only 13%. At 0.05 eV below the front the order is reversed: 1.4% remain unrelaxed after the anneal and 0.1% after ageing. Compared at equal $E_d$, the anneal reaches further up and leaves more behind.

### Equal numbers of relaxed sites

A second meaning of "as far" is that equal numbers of sites have relaxed. Let the number of sites per unit of barrier energy be constant from zero to well above the front. The number relaxed is then proportional to the relaxed span

$$D=\int_0^\infty(1-S)\,dE.$$

The upper limit may be taken as infinite because $1-S$ vanishes rapidly above the front. Use $y$ as the variable. From (2), $dE=-kT\,dy/y$. The limit $E=0$ becomes $y=x$, with $x=\nu t$, and $E=\infty$ becomes $y=0$. The minus sign reverses the limits:

$$D=kT\int_0^x\frac{1-e^{-y}}{y}\,dy.$$

Integrate by parts, with $1/y$ as the derivative of $\ln y$:

$$D=kT\left\{\big[(1-e^{-y})\ln y\big]_0^x-\int_0^x e^{-y}\ln y\,dy\right\}.$$

At the lower limit the bracket behaves as $y\ln y$ and vanishes. At the upper limit $e^{-x}$ is negligible, because $x$ is at least $10^{15}$ here, so the bracket equals $\ln x$. For the same reason the remaining integral can be extended to infinity, where it is the derivative of the gamma function at one:

$$\int_0^\infty e^{-y}\ln y\,dy=\Gamma'(1)=-\gamma,\qquad\gamma=0.577.$$

Therefore

$$D=kT\,[\ln(\nu t)+\gamma]. \tag{3}$$

For the anneal, $D=0.03447\times(34.54+0.58)$ eV $=1.21$ eV. The span exceeds $E_d$ by $\gamma kT$ for two reasons. The barrier $E_d$ marks survival $1/e$, which lies below the midpoint of the step: $S=1/2$ needs $y=\ln 2$, reached $-kT\ln\ln 2=0.367\,kT$ above $E_d$. The remaining $0.211\,kT$ comes from the asymmetry of the step, whose tail of relaxed sites at high barriers is longer than its tail of unrelaxed sites at low barriers.

Equal spans require

$$T_2[\ln(\nu t_2)+\gamma]=T_1[\ln(\nu t_1)+\gamma].$$

Divide by $T_2$ and move $\gamma$ to the right:

$$\ln(\nu t_2)=r\ln(\nu t_1)+(r-1)\gamma.$$

Hence

$$t_2=\frac{(\nu t_1)^r}{\nu}\,e^{(r-1)\gamma}. \tag{4}$$

The new factor is $e^{0.577/3}=1.21$, and $t_2=1.21\times10^7$ s. A direct count supports it. One million sites were given random barriers between 0 and 2 eV and random waiting times drawn from the exponential law. The number relaxed by the anneal was reached at 300 K after $1.22\times10^7$ s.

### A density that is not constant

Let the density of barriers be $g(E)$, with running total $G(E)=\int_0^E g\,dE'$. The number relaxed is

$$N=\int_0^\infty g\,(1-S)\,dE=\int_0^\infty G\,\frac{dS}{dE}\,dE.$$

The second form follows by parts; the boundary term vanishes because $G(0)=0$ and $1-S\to0$ at high barriers. Since $S$ rises from practically zero to one, $dS/dE$ is a normalized weight. It says where the front is and how wide it is.

In terms of $y$ this weight is $e^{-y}dy$, and $E=kT(\ln x-\ln y)$. The moments of $\ln y$ follow from

$$\ln\int_0^\infty e^{-y}y^s\,dy=\ln\Gamma(1+s)=-\gamma s+\frac{\pi^2}{12}s^2+\dots$$

The left side generates the cumulants of $\ln y$: the coefficient of $s$ is the mean, and that of $s^2$ is half the variance. So the front has mean $kT(\ln x+\gamma)=D$ and variance $\pi^2(kT)^2/6$. Expanding $G$ about $D$ to second order, where the linear term averages to zero, gives

$$N\simeq G(D)+\frac{\pi^2}{12}(kT)^2g'(D).$$

Equate $N$ for the two treatments. The spans $D_1$ and $D_2$ differ little, so $G(D_2)-G(D_1)\simeq g\,(D_2-D_1)$, and

$$D_2-D_1\simeq\frac{g'}{g}\,\frac{\pi^2}{12}\,k^2(T_1^2-T_2^2).$$

By (3), a change of $D_2$ at fixed $T_2$ changes $\ln t_2$ by that amount divided by $kT_2$. Relative to (4), therefore,

$$\delta\ln t_2\simeq\frac{g'}{g}\,\frac{\pi^2}{12}\,\frac{k(T_1^2-T_2^2)}{T_2}. \tag{5}$$

For a Gaussian density of standard deviation 0.3 eV centred at 1.6 eV, $g'/g=(1.6-1.21)/0.09=4.3$ per eV at the front. The other factors in (5) multiply to 0.0165 eV, so $\delta\ln t_2=0.07$. Full numerical integration gives $t_2=1.30\times10^7$ s, about 7% above the constant-density value. With the centre at 0.8 eV the slope is negative and the time is $1.13\times10^7$ s. Equation (5) needs a density that varies little across the front; it does not apply to a few sharp barrier energies.

### Drift after the anneal

When a cell passes through several stages, the survival probabilities of each site multiply, so the exponents add. After the anneal and a further time $t$ at $T_2$,

$$S=e^{-y_1-y_2},\qquad y_1=\nu t_1e^{-E/kT_1},\quad y_2=\nu t\,e^{-E/kT_2}.$$

To connect relaxation with resistance, assume that the activation energy of conduction rises by $\alpha D$ and that nothing else changes. Read at $T_2$, the resistance then obeys

$$\ln R=\text{constant}+\frac{\alpha D}{kT_2}.$$

For an unannealed cell, (3) gives $D/kT_2=\ln(\nu t)+\gamma$, so $R\propto t^{\alpha}$. The constant $\alpha$ is thus the drift exponent at 300 K.

For the annealed cell the local exponent is

$$n=\frac{d\ln R}{d\ln t}=\frac{\alpha}{kT_2}\frac{dD}{d\ln t}=\frac{\alpha}{kT_2}\int_0^\infty y_2\,e^{-y_1-y_2}\,dE,$$

because $dy_2/d\ln t=y_2$. Let $t_2$ be the equal-front time from (1), and suppose $t\ll t_2$. Then $y_2$ in the exponential can be dropped to leading order. Measure the barrier from the front by $u=(E-E_d)/kT_2$. Since $\nu t_2e^{-E_d/kT_2}=1$,

$$y_2=\frac{t}{t_2}e^{-u},\qquad y_1=e^{-u/r}.$$

The integrand is negligible far below the front, so the lower limit can be moved to $-\infty$:

$$n\simeq\alpha\frac{t}{t_2}\int_{-\infty}^{\infty}e^{-u}\exp(-e^{-u/r})\,du.$$

Put $v=e^{-u/r}$. Then $e^{-u}=v^r$ and $du=-r\,dv/v$, and the integral becomes $r\int_0^\infty v^{r-1}e^{-v}dv=r\Gamma(r)$. Hence

$$n\simeq\alpha\,r\Gamma(r)\,\frac{t}{t_2}\qquad(t\ll t_2). \tag{6}$$

For $r=4/3$ the factor $r\Gamma(r)$ is 1.19. Drift is suppressed in proportion to $t/t_2$: the easy sites have already relaxed, and those left near the front need a time of order $t_2$.

Take $\alpha=0.1$. After $10^5$ s of storage, (6) gives $n=0.1\times1.19\times0.01=0.0012$, and the full integral gives the same to two digits. Relative to an unannealed cell aged for 1 s at 300 K, the resistances at 300 K are:

| Storage (s) | Unannealed | Annealed |
|---|---:|---:|
| $10^3$ | 2.00 | 5.11 |
| $10^5$ | 3.16 | 5.12 |
| $10^7$ | 5.01 | 5.49 |
| $10^9$ | 7.94 | 7.97 |

The annealed cell starts at 5.11, which is $(1.21\times10^7)^{0.1}$, the value an unannealed cell has at the equal-number time. It stays near that level through $10^5$ s. At $10^7$ s its local exponent is 0.048, about half of $\alpha$, and by $10^9$ s the two cells nearly agree. The anneal does not end the drift; it brings forward the part that would have taken about $10^7$ s. It is not an exact shift in time. A cell aged at 300 K to the same starting resistance has $n=\alpha t/(t+1.21\,t_2)$, which begins as $0.825\,\alpha t/t_2$ against $1.19\,\alpha t/t_2$ in (6), because the wider annealed front leaves more low barriers unrelaxed.

## Comparison of the estimate and the exact solution

The scaling estimate is exact for the barrier at which $1/e$ of the sites survive. For equal numbers relaxed it is low by a factor of 1.21 with a constant density, and by 1.13 to 1.30 with the two Gaussian densities. The constant-density correction is modest because $\gamma$ enters both treatments and mostly cancels: by (4) it adds only $(r-1)\gamma=0.19$ to $\ln t_2$, whatever the size of $\ln(\nu t_1)$. "About $10^7$ s" is therefore justified within the model under either meaning, provided the density of barriers varies little across the front.

The input data matter more. From (1), $t_2=\nu^{r-1}t_1^r$, so at fixed temperatures and anneal time a tenfold change in $\nu$ changes $t_2$ by $10^{1/3}=2.15$. The equal-front time is $4.6\times10^6$ s for $\nu=10^{12}$ per second and $2.2\times10^7$ s for $10^{14}$. A barrier that falls linearly with temperature, $E=E_0-aT$, has the same effect as a changed $\nu$, because $e^{-E/kT}=e^{a/k}e^{-E_0/kT}$, provided $a$ is the same for all sites. If instead $a=E_0/T_0$ grows with the barrier, $1/T$ is replaced by $1/T-1/T_0$ and $r$ by $(1/T_2-1/T_0)/(1/T_1-1/T_0)$. For $T_0=760$ K, as an example, $r=1.70$. With an effective frequency of $10^{13}$ per second at the front the equal-front time is still $10^7$ s, but the factor in (4) becomes $e^{0.70\gamma}=1.50$ and $t_2$ depends more strongly on $t_1$ and $T_1$.

For the anneal temperature, differentiation of $\ln(\nu t_2)=(T_1/T_2)\ln(\nu t_1)$ gives

$$\frac{\partial\ln t_2}{\partial T_1}=\frac{\ln(\nu t_1)}{T_2}=\frac{34.54}{300\ \text{K}}=0.115\ \text{K}^{-1}.$$

An oven 5 K too hot raises $t_2$ to $1.8\times10^7$ s; one 5 K too cold lowers it to $5.6\times10^6$ s.

Heating and cooling also count. Near $T_1$, $1/T\simeq1/T_1+(T_1-T)/T_1^2$, so during a ramp at rate $\beta$ the crossing rate at the front falls off as $e^{-E_d(T_1-T)/kT_1^2}$. Its integral is equivalent to an extra time $kT_1^2/(E_d\beta)$ at $T_1$. For 1 K/s this is $0.03447\times400/1.19=11.6$ s; integration without the expansion gives 11.0 s. Two such ramps lengthen the anneal to about 122 s and raise the equal-front time by $1.22^{4/3}$, to $1.3\times10^7$ s.

### Reverse jumps

Suppose the relaxed state lies lower by only $\Delta$. The return rate is then $b=e^{-\Delta/kT}$ times the forward rate, and in equilibrium a fraction $q=b/(1+b)$ is unrelaxed. For $\Delta=0.1$ eV, $q_1=0.052$ at 400 K and $q_2=0.020$ at 300 K. After cooling, low-barrier sites adjust to $q_2$, but those with higher barriers keep the larger fraction $q_1$.

If the annealed cell is held for 100 s at 300 K, the adjustment reaches a span of $0.02585\times35.12=0.91$ eV. The remaining 0.30 eV, up to the annealed front, has a deficit of $0.032\times0.30\simeq0.01$ eV. Divided by $kT_2$, this lowers $\ln t_2$ by nearly 0.4. The return jumps also raise the total relaxation rate by a factor $1+b$, which gives back $r\ln(1+b_1)-\ln(1+b_2)=0.05$. The full calculation gives an equal-number time of $8.7\times10^6$ s, 28% below the irreversible value. For $\Delta=0.2$ eV it is $1.18\times10^7$ s, lower by about 3%. These values depend on the chosen hold: for $\Delta=0.1$ eV the time is $7.5\times10^6$ s after a hold of 1 s and $1.0\times10^7$ s after $10^4$ s. Equation (6) also fails at early times. The adjustment front advances by $kT_2$ per unit of $\ln t$ and relaxes the excess fraction $q_1-q_2$, so the annealed cell drifts with an exponent of about $\alpha(q_1-q_2)$ from the start. For $\Delta=0.1$ eV this is 0.003, small beside $\alpha$ but far above the $10^{-5}$ that (6) gives at $10^3$ s.

### Tunnelling

The leading Wigner correction multiplies a crossing rate by $1+(\hbar\omega/kT)^2/24$. If the barrier top has the same curvature in magnitude as the well, $\omega=2\pi\nu$, and the factors are 1.06 at 400 K and 1.11 at 300 K. They multiply $\nu t$ in each treatment, so the equal-front time changes by $1.06^{4/3}/1.107=0.98$. This leaves out the quantisation of the vibration in the well, which for a single harmonic coordinate raises the rates by nearly the same factors; the two corrections together change the time by a factor of about 0.95. At 300 K $\hbar\omega/kT$ is about 1.6, so these numbers are an indication of size only.

## The real device

The example is set in the regime of amorphous Ge$_2$Sb$_2$Te$_5$, for which a drift exponent near 0.1 is a rough typical value. An attempt frequency of $10^{13}$ per second is of the order of atomic vibration frequencies. The drift exponent does not enter $t_2$. The attempt frequency does, and an error of a factor of ten in it changes $t_2$ by a factor of about two.

The anneal must not crystallise the cell, since that would lower the resistance. Take a rough retention time of ten years at 360 K and a rough activation energy of 2.5 eV. The Arrhenius law then gives a crystallisation time of about $10^5$ s at 400 K, so 100 s uses about 0.1% of the retention life. This margin depends strongly on composition, cell geometry and the assumed activation energy. A hotter anneal would gain equivalent ageing time but lose margin, and the retention of the actual cell has to be known before one is chosen.

Independence is open to doubt in a real glass, where one rearrangement strains its neighbours and can change their barriers. Equation (1) would then need a new derivation, and the size of that change is not estimated here. A spread of attempt frequencies is less serious if it is independent of the barriers. Groups of sites then have different equal-front times, by a factor of 2.15 per decade, but for a constant density of barriers the equal-number time (4) still holds with $\nu$ replaced by its geometric mean, because (3) is linear in $\ln\nu$. The calculated plateau in resistance is a prediction of the model under these assumptions. The numerical output below lists the values used.

## Table of computed values

```
Attempt frequency: 1.0e+13 1/s
Anneal: 100 s at 400 K; ageing at 300 K
kT at 400 K, 300 K: 0.03447, 0.02585 eV
ln(nu t) for the anneal: 34.539
Front barrier: 1.1905 eV = 0.04375 hartree
Equal-front time at 300 K: 1.0000e+07 s = 115.7 days
Relaxed span after anneal, flat density: 1.2104 eV
Equal-number time: 1.212e+07 s, factor 1.2122
Equal-number time from 1000000 random sites: 1.218e+07 s
Unrelaxed at front -0.05 eV: annealed 0.0140, aged 0.0010
Unrelaxed at front +0.00 eV: annealed 0.3679, aged 0.3679
Unrelaxed at front +0.05 eV: annealed 0.7910, aged 0.8654
Equal-number time, Gaussian centre 0.8 eV, width 0.3 eV: 1.130e+07 s
Equal-number time, Gaussian centre 1.6 eV, width 0.3 eV: 1.303e+07 s
Equal-front time for nu = 1e+12 1/s: 4.642e+06 s
Equal-front time for nu = 1e+14 1/s: 2.154e+07 s
Equal-front time for anneal at 395 K: 5.623e+06 s
Equal-front time for anneal at 405 K: 1.778e+07 s
Extra time at 400 K per 1 K/s ramp: 10.96 s
Equal-front time with both ramps: 1.301e+07 s
Equal-number time, reverse jumps, bias 0.1 eV, after 100 s at 300 K: 8.724e+06 s
Equal-number time, reverse jumps, bias 0.2 eV, after 100 s at 300 K: 1.180e+07 s
Wigner factors at 400 K, 300 K: 1.0600, 1.1066
Tunnelling changes equal-front time by factor 0.9766
Rough drift exponent: 0.10
Annealed resistance before storage / fresh at 1 s: 5.109
Storage 1e+03 s: R/R(fresh, 1 s) fresh 1.995, annealed 5.109, annealed local exponent 0.00001
Storage 1e+05 s: R/R(fresh, 1 s) fresh 3.162, annealed 5.115, annealed local exponent 0.00117
Storage 1e+07 s: R/R(fresh, 1 s) fresh 5.012, annealed 5.491, annealed local exponent 0.04806
Storage 1e+09 s: R/R(fresh, 1 s) fresh 7.943, annealed 7.974, annealed local exponent 0.09716
Rough retention: 10 years at 360 K, activation 2.5 eV
Crystallisation time at 400 K: 9.98e+04 s
Retention life used: anneal 1.0e-03, 1e7 s at 300 K 3.2e-09
```
